# Mass anisotropy and the weak-field Hall factor of n-type silicon: a numerical check

```python
# Result under test: weak-field Hall factor of six-valley n-type silicon,
#   r = a*s,  a = 3K(K+2)/(2K+1)^2,  K = ml/mt,  s = <tau^2>/<tau>^2,
# ml, mt: longitudinal and transverse mass; tau: scalar relaxation time;
# <...>: energy average with weight E^(3/2) exp(-E/kT).
# Hall coefficient R_H = -r/(n e); electrons have charge -e.
# Opposite valleys are identical, so three valley pairs are summed.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.special import gamma

e, m0, hbar, kB = const.e, const.m_e, const.hbar, const.k
ml, mt = 0.916, 0.19
K = ml / mt
Z, X = np.array([0., 0., 1.]), np.array([1., 0., 0.])


def anisotropy_factor(ratio):
    return 3 * ratio * (ratio + 2) / (2 * ratio + 1)**2


def force_matrix(B):
    """Matrix W with W v = v x B."""
    return np.array([[0, B[2], -B[1]], [-B[2], 0, B[0]], [B[1], -B[0], 0]])


def valley_masses(long_mass, trans_mass):
    return [np.where(np.arange(3) == axis, long_mass, trans_mass)
            for axis in range(3)]


def drift_tensor(B, masses, tau, weights=(1, 1, 1)):
    """Conductivity/(n e) from the full drift equations, SI units."""
    total = np.zeros((3, 3))
    for mass, weight in zip(masses, weights):
        friction = np.diag(mass * m0 / (e * tau))
        total += weight * np.linalg.inv(friction + force_matrix(B))
    return total / sum(weights)


def hall_factor(tensor, field, b=Z, j=X):
    """Hall factor from its definition, with reversal of the field."""
    rho_plus = np.linalg.inv(tensor(field * b))
    rho_minus = np.linalg.inv(tensor(-field * b))
    return -np.cross(b, j) @ (rho_plus - rho_minus) @ j / (2 * field)


def drift_hall(masses, tau, field=1e-3, b=Z, j=X, weights=(1, 1, 1)):
    return hall_factor(lambda B: drift_tensor(B, masses, tau, weights),
                       field, b, j)


# Kinetic road: k-space quadrature and integration over past orbits.
# Units here: e = m0 = hbar = kT = 1; x is the energy, and the band
# obeys x(1 + alpha x) = sum k_i^2/(2 m_i).
u_nodes, u_weights = np.polynomial.legendre.leggauss(44)
u_nodes, u_weights = 3.5 * (u_nodes + 1), 3.5 * u_weights
s_nodes, s_weights = np.polynomial.laguerre.laggauss(6)
c_nodes, c_weights = np.polynomial.legendre.leggauss(4)
directions, solid_angles = [], []
for cos_t, weight in zip(c_nodes, c_weights):
    for phi in np.arange(8) * np.pi / 4:
        sin_t = np.sqrt(1 - cos_t**2)
        directions.append([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])
        solid_angles.append(weight * np.pi / 4)
directions, solid_angles = np.array(directions), np.array(solid_angles)


def kinetic_tensor(B, tau_of_x, alpha=0.0):
    sigma, density = np.zeros((3, 3)), 0.0
    for mass in valley_masses(ml, mt):
        for u, du in zip(u_nodes, u_weights):
            x = u * u
            slope = 1 + 2 * alpha * x
            radius = np.sqrt(2 * x * (1 + alpha * x))
            k = radius * directions * np.sqrt(mass)
            occupied = (np.exp(-x) * np.sqrt(np.prod(mass)) * radius
                        * slope * 2 * u * du * solid_angles)
            tau = tau_of_x(x)
            generator = force_matrix(B) @ np.diag(1 / mass) * tau / slope
            past = tau * sum(w * expm(generator * s)
                             for s, w in zip(s_nodes, s_weights))
            v_now = k / mass / slope
            v_past = (k @ past.T) / mass / slope
            sigma += (occupied[:, None] * v_now).T @ v_past
            density += occupied.sum()
    return sigma / density


def kinetic_hall(tau_of_x, alpha=0.0, b=Z, j=X):
    return hall_factor(lambda B: kinetic_tensor(B, tau_of_x, alpha),
                       1e-5, b, j)


def energy_factor(tau_of_x, alpha=0.0):
    """<q^2>/<q>^2 with q = tau/(1 + 2 alpha x)."""
    def moment(power):
        def integrand(u):
            x = u * u
            q = tau_of_x(x) / (1 + 2 * alpha * x)
            return (2 * u * (x * (1 + alpha * x))**1.5
                    * np.exp(-x) * q**power)
        return quad(integrand, 0, 8, epsabs=1e-12, epsrel=1e-10,
                    limit=200)[0]
    return moment(2) * moment(0) / moment(1)**2


def power_factor(p):
    return gamma(2 * p + 2.5) * gamma(2.5) / gamma(p + 2.5)**2


def mixed_tau(w):
    """Phonon rate x^(1/2) plus impurity rate w x^(-3/2)."""
    return lambda x: x**1.5 / (x * x + w)


# Worked example: chosen round values
T, n_cm, tau = 300.0, 1e16, 0.18e-12
n, B_field = n_cm * 1e6, 0.5
thickness, width, current = 10e-6, 1e-3, 1e-3
kT = kB * T
silicon = valley_masses(ml, mt)
a = anisotropy_factor(K)

# Tests of the anisotropy factor by solving the drift equations
a_numeric = drift_hall(silicon, tau)
assert abs(a_numeric - a) < 1e-6
for ratio in (0.2, 1.0, 3.0, 20.0):
    solved = drift_hall(valley_masses(0.2 * ratio, 0.2), tau)
    assert abs(solved - anisotropy_factor(ratio)) < 1e-6
    assert abs(1 - solved - (ratio - 1)**2 / (2 * ratio + 1)**2) < 1e-6
large_K = drift_hall(valley_masses(0.2e5, 0.2), tau)
assert abs(large_K - 0.75) < 1e-4
b_tilt = np.array([1., 2., 3.]) / np.sqrt(14)
j_tilt = np.array([3., 0., -1.]) / np.sqrt(10)
a_tilt = drift_hall(silicon, tau, b=b_tilt, j=j_tilt)
assert abs(a_tilt - a) < 1e-6

# Same spread of mobilities, but each valley isotropic: r must exceed 1
round_valleys = [np.full(3, m) for m in (ml, mt, mt)]
r_round = drift_hall(round_valleys, tau)
assert r_round > 1 > a_numeric

# Valley mobilities, and covariance along two different axes
mu_l, mu_t = e * tau / (ml * m0), e * tau / (mt * m0)
mu = (mu_l + 2 * mu_t) / 3
P = (mu_t**2 + 2 * mu_l * mu_t) / 3
assert abs(drift_tensor(0 * Z, silicon, tau)[0, 0] / mu - 1) < 1e-10
valley_mu = np.array([e * tau / (m * m0) for m in silicon])
covariance = np.cov(valley_mu[:, 0], valley_mu[:, 1], bias=True)[0, 1]
assert abs(covariance / (-(mu_t - mu_l)**2 / 9) - 1) < 1e-10
assert abs(P / mu**2 - a_numeric) < 1e-6

# Tests of r = a*s by the kinetic road
r_constant = kinetic_hall(lambda x: 1.0)
r_phonon = kinetic_hall(lambda x: x**-0.5)
r_impurity = kinetic_hall(lambda x: x**1.5, b=b_tilt, j=j_tilt)
s_phonon, s_impurity = power_factor(-0.5), power_factor(1.5)
assert abs(r_constant - a) < 1e-4
assert abs(r_phonon - a * s_phonon) < 1e-4
assert abs(r_impurity - a * s_impurity) < 2e-4
assert abs(s_phonon - 3 * np.pi / 8) < 1e-12
assert abs(s_impurity - 315 * np.pi / 512) < 1e-12
best = minimize_scalar(lambda z: energy_factor(mixed_tau(10**z)),
                       bounds=(-3, 3), method="bounded")
w_min, s_min = 10**best.x, best.fun
assert 1 < s_min < s_phonon
r_mixed = kinetic_hall(mixed_tau(w_min))
assert abs(r_mixed - a * s_min) < 2e-4

# Nonparabolic band, tested at a larger value where the effect is clear
strong = energy_factor(lambda x: 1.0, 0.1)
assert strong > 1.005
assert abs(kinetic_hall(lambda x: 1.0, 0.1) - a * strong) < 1e-4
alpha_eV = 0.5
s_band = energy_factor(lambda x: 1.0, alpha_eV * kT / e)

# Relaxation time that differs along the valley axes
tau_ratios = (0.67, 2.0, 4.0)
r_tau = []
for ratio in tau_ratios:
    solved = drift_hall(valley_masses(ml / ratio, mt), tau)
    assert abs(solved - anisotropy_factor(K / ratio)) < 1e-6
    r_tau.append(solved)

# Hall bar: formula against the full solution at the actual field
V_hall = a * current * B_field / (n * e * thickness)
r_field = drift_hall(silicon, tau, field=B_field)
rho = np.linalg.inv(drift_tensor(B_field * Z, silicon, tau)) / (n * e)
V_solved = abs(rho[1, 0]) * current / (width * thickness) * width
assert abs(V_solved / V_hall - 1) < 0.01
n_apparent = current * B_field / (e * thickness * V_hall)

# Sizes of other neglected effects
shift = 1e-3 * e
r_strain = drift_hall(silicon, tau, weights=(1, 1, np.exp(shift / kT)))
r_heavy = drift_hall(valley_masses(ml, 1.05 * mt), tau)
m_dos = (ml * mt**2)**(1 / 3) * m0
Nc = 12 * (m_dos * kT / (2 * np.pi * hbar**2))**1.5
gauss = quad(lambda q: np.exp(-q * q), -8, 8)[0]
k_scales = np.sqrt(2 * np.array([ml, mt, mt]) * m0 * kT) / hbar
Nc_direct = 6 * 2 * np.prod(k_scales * gauss / (2 * np.pi))
assert abs(Nc / Nc_direct - 1) < 1e-8
landau = hbar * e * B_field / (mt * m0 * kT)
E_long = current / (width * thickness) / (n * e * mu)
m_cond = 3 / (1 / ml + 2 / mt)
v_thermal = np.sqrt(3 * kT / (m_cond * m0))
speed_ratio = mu * E_long / v_thermal

print(f"longitudinal, transverse mass: {ml}, {mt} m0")
print(f"mass ratio K: {K:.4f}")
print(f"numerator 3K(K+2): {3*K*(K+2):.3f}")
print(f"denominator (2K+1)^2: {(2*K+1)**2:.3f}")
print(f"anisotropy factor a, formula: {a:.4f}")
print(f"a, drift equations solved: {a_numeric:.4f}")
print(f"a, tilted field and current: {a_tilt:.4f}")
print(f"a, k-space integral, constant tau: {r_constant:.4f}")
print(f"a at K = 1e5: {large_K:.4f}")
print(f"r if each valley were isotropic: {r_round:.4f}")
print(f"temperature: {T:.0f} K; kT: {kT/e*1e3:.2f} meV")
print(f"electron density: {n_cm:.1e} cm^-3")
print(f"relaxation time: {tau*1e12:.2f} ps")
print(f"conductivity mass: {m_cond:.4f} m0")
print(f"longitudinal mobility: {mu_l*1e4:.1f} cm^2/Vs")
print(f"transverse mobility: {mu_t*1e4:.1f} cm^2/Vs")
print(f"drift mobility: {mu*1e4:.1f} cm^2/Vs")
print(f"mean product P: {P*1e8:.4e} cm^4/(Vs)^2")
print(f"mobility covariance: {covariance*1e8:.4e} cm^4/(Vs)^2")
print(f"Hall mobility, constant tau: {a*mu*1e4:.1f} cm^2/Vs")
print(f"bar thickness: {thickness*1e6:.0f} um")
print(f"bar width: {width*1e3:.0f} mm")
print(f"current: {current*1e3:.0f} mA; field: {B_field} T")
print(f"Hall voltage magnitude: {V_hall*1e3:.2f} mV")
print(f"Hall voltage, full solution: {V_solved*1e3:.2f} mV")
print(f"density read with r = 1: {n_apparent/1e6:.3e} cm^-3")
print(f"s, acoustic phonons: {s_phonon:.4f}")
print(f"s, ionized impurities: {s_impurity:.4f}")
print(f"s, minimum for mixed scattering: {s_min:.4f}")
print(f"impurity/phonon rate at E = kT there: {w_min:.3f}")
print(f"r = a*s, phonons: {a*s_phonon:.4f}")
print(f"r = a*s, impurities: {a*s_impurity:.4f}")
print(f"r = a*s, mixed minimum: {a*s_min:.4f}")
print(f"r, k-space integral, phonons: {r_phonon:.4f}")
print(f"r, k-space integral, impurities: {r_impurity:.4f}")
print(f"r, k-space integral, mixed: {r_mixed:.4f}")
for ratio, value in zip(tau_ratios, r_tau):
    print(f"a for tau_l/tau_t = {ratio}: {value:.4f}")
print(f"r at the actual field, constant tau: {r_field:.4f}")
print(f"nonparabolicity (rough): {alpha_eV} per eV")
print(f"nonparabolic correction to r: {(s_band-1)*100:.3f} %")
print(f"r, z valleys lowered by 1 meV, B along z: {r_strain:.4f}")
print(f"a with mt 5% heavier: {r_heavy:.4f}")
print(f"effective density of states: {Nc/1e6:.3e} cm^-3")
print(f"degeneracy measure n/Nc: {n/Nc:.2e}")
print(f"Landau spacing/kT (transverse mass): {landau:.4f}")
print(f"field along the bar: {E_long/100:.2f} V/cm")
print(f"drift speed/thermal speed: {speed_ratio:.2e}")
print("every check passed")
```

Printed output:

```
longitudinal, transverse mass: 0.916, 0.19 m0
mass ratio K: 4.8211
numerator 3K(K+2): 98.654
denominator (2K+1)^2: 113.254
anisotropy factor a, formula: 0.8711
a, drift equations solved: 0.8711
a, tilted field and current: 0.8711
a, k-space integral, constant tau: 0.8711
a at K = 1e5: 0.7500
r if each valley were isotropic: 1.2578
temperature: 300 K; kT: 25.85 meV
electron density: 1.0e+16 cm^-3
relaxation time: 0.18 ps
conductivity mass: 0.2582 m0
longitudinal mobility: 345.6 cm^2/Vs
transverse mobility: 1666.3 cm^2/Vs
drift mobility: 1226.0 cm^2/Vs
mean product P: 1.3094e+06 cm^4/(Vs)^2
mobility covariance: -1.9379e+05 cm^4/(Vs)^2
Hall mobility, constant tau: 1068.0 cm^2/Vs
bar thickness: 10 um
bar width: 1 mm
current: 1 mA; field: 0.5 T
Hall voltage magnitude: 27.18 mV
Hall voltage, full solution: 27.18 mV
density read with r = 1: 1.148e+16 cm^-3
s, acoustic phonons: 1.1781
s, ionized impurities: 1.9328
s, minimum for mixed scattering: 1.0293
impurity/phonon rate at E = kT there: 0.654
r = a*s, phonons: 1.0262
r = a*s, impurities: 1.6836
r = a*s, mixed minimum: 0.8966
r, k-space integral, phonons: 1.0262
r, k-space integral, impurities: 1.6836
r, k-space integral, mixed: 0.8966
a for tau_l/tau_t = 0.67: 0.8380
a for tau_l/tau_t = 2.0: 0.9413
a for tau_l/tau_t = 4.0: 0.9964
r at the actual field, constant tau: 0.8708
nonparabolicity (rough): 0.5 per eV
nonparabolic correction to r: 0.140 %
r, z valleys lowered by 1 meV, B along z: 0.8756
a with mt 5% heavier: 0.8756
effective density of states: 2.738e+19 cm^-3
degeneracy measure n/Nc: 3.65e-04
Landau spacing/kT (transverse mass): 0.0118
field along the bar: 5.09 V/cm
drift speed/thermal speed: 2.72e-04
every check passed
```
